# Bounds and exact value of the hydrogen 1s polarisability: test program

```python
# Result under test: the static dipole polarisability alpha of hydrogen 1s
# obeys 4 < alpha = 9/2 < 16/3 (atomic units, a0^3; fixed nucleus).
# Lower bound: Hylleraas functional J with trial function -c*z*psi0.
# Upper bound: closure with the smallest dipole-allowed gap, 3/8 hartree.
# Exact value: trial function -(a*z + b*r*z)*psi0.
# Symbols: psi0 = exp(-r)/sqrt(pi), E0 = -1/2, perturbation F*z,
# second-order energy = -alpha*F^2/2, J = c.K.c - 2 v.c for a linear trial.
import math
import numpy as np
import sympy as sp
from scipy.linalg import eigh, eigh_tridiagonal
from scipy.constants import physical_constants

r = sp.symbols("r", positive=True)
psi0 = sp.exp(-r) / sp.sqrt(sp.pi)


def shifted_h(R):
    """Radial part of (H0 - E0) acting on R(r)*cos(theta)."""
    kinetic = -(sp.diff(R, r, 2) + 2 * sp.diff(R, r) / r - 2 * R / r**2) / 2
    return kinetic - R / r + R / 2


def overlap(A, B):
    """Integral over space of A(r) cos(theta) * B(r) cos(theta)."""
    integrand = sp.expand(sp.simplify(r**2 * A * B))
    return sp.simplify(4 * sp.pi / 3 * sp.integrate(integrand, (r, 0, sp.oo)))


# --- Hylleraas functional from its definition, trial functions r^k z psi0
trial = [r**(k + 1) * psi0 for k in range(3)]
K = sp.Matrix(3, 3, lambda i, j: overlap(trial[i], shifted_h(trial[j])))
v = sp.Matrix([overlap(R, r * psi0) for R in trial])


def moment(n):
    return sp.Rational(math.factorial(n + 2), 2**(n + 1))


# gradient form of the quadratic term, evaluated with moments <r^n>
for i in range(3):
    assert v[i] == moment(i + 2) / 3
    for j in range(3):
        gradient_mean = moment(i + j) * (1 + sp.Rational(i + j + i * j, 3))
        assert sp.simplify(K[i, j] - gradient_mean / 2) == 0


def best(powers):
    """Minimise J; return the coefficients and the bound -2 J."""
    Ks = K.extract(powers, powers)
    vs = v.extract(powers, [0])
    c = Ks.LUsolve(vs)
    J = (c.T * Ks * c)[0] - 2 * (vs.T * c)[0]
    return c, sp.simplify(-2 * J)


c_kirk, alpha_kirk = best([0])
c_rz, alpha_rz = best([1])
c_two, alpha_two = best([0, 1])
c_other, alpha_other = best([0, 2])
assert alpha_kirk == 4 and c_kirk[0] == 2
assert alpha_rz == sp.Rational(25, 6)
assert alpha_two == sp.Rational(9, 2)
assert list(c_two) == [1, sp.Rational(1, 2)]
assert alpha_other == sp.Rational(102, 23)

# --- pointwise test of (H0 - E0) psi1 = -z psi0
psi1 = -(c_two[0] * trial[0] + c_two[1] * trial[1])
residual_two = sp.simplify((shifted_h(psi1) + r * psi0) / psi0)
residual_kirk = sp.simplify(
    (shifted_h(-c_kirk[0] * trial[0]) + r * psi0) / psi0)
assert residual_two == 0
assert residual_kirk != 0

# --- another family, z exp(-beta r): must stay below the exact value
family = {}
for beta in [sp.Rational(n, 10) for n in (5, 7, 8, 10, 13)]:
    R = r * sp.exp(-beta * r)
    family[beta] = float(2 * overlap(R, r * psi0)**2
                         / overlap(R, shifted_h(R)))
assert all(value < 4.5 for value in family.values())

# --- sum over states on a radial grid, l = 1 channel, box of 40 bohr
h, points = 0.02, 2000
x = h * np.arange(1, points)
diagonal = 1 / h**2 + 1 / x**2 - 1 / x
off = np.full(len(x) - 1, -0.5 / h**2)
energies, vectors = eigh_tridiagonal(diagonal, off)
source = x * 2 * x * np.exp(-x) * math.sqrt(h)
strength = (vectors.T @ source)**2 / 3
gaps = energies + 0.5
alpha_sum = 2 * np.sum(strength / gaps)
total_strength = strength.sum()
closure_grid = 2 * total_strength / gaps[0]
closure = 2 * float(v[0]) / (3 / 8)
share_2p = 2**15 / 3**10
# grid error is of order h^2 = 4e-4
assert abs(gaps[0] - 3 / 8) < 5e-4
assert abs(total_strength - 1) < 1e-4
assert abs(strength[0] - share_2p) < 1e-3
assert abs(alpha_sum - float(alpha_two)) < 2e-3
assert abs(closure_grid - closure) < 5e-3
assert float(alpha_kirk) < alpha_sum < closure_grid

# --- direct diagonalisation of H0 + F z, functions r^a exp(-r), l = 0, 1, 2
F = 0.002
basis = [(l, l + 1 + k) for l in range(3) for k in range(6)]


def integral(n):
    return math.factorial(n) / 2**(n + 1)


size = len(basis)
S = np.zeros((size, size))
H = np.zeros((size, size))
Z = np.zeros((size, size))
for i, (l, a) in enumerate(basis):
    for j, (m, b) in enumerate(basis):
        n = a + b
        if l == m:
            S[i, j] = integral(n)
            slope = (a * b * integral(n - 2) - n * integral(n - 1)
                     + integral(n))
            H[i, j] = (slope / 2 + l * (l + 1) / 2 * integral(n - 2)
                       - integral(n - 1))
        elif abs(l - m) == 1:
            low = min(l, m)
            angle = (low + 1) / math.sqrt((2 * low + 1) * (2 * low + 3))
            Z[i, j] = angle * integral(n + 1)
scale = 1 / np.sqrt(np.diag(S))
S, H, Z = (M * np.outer(scale, scale) for M in (S, H, Z))
energy_free = eigh(H, S, eigvals_only=True)[0]
energy_field = eigh(H + F * Z, S, eigvals_only=True)[0]
shift = energy_field - energy_free
alpha_field = -2 * shift / F**2
assert abs(energy_free + 0.5) < 1e-10
# terms of fourth order in F add a few 1e-4 to this estimate
assert abs(alpha_field - float(alpha_two)) < 1e-3

mean_gap = 2 * float(v[0]) / float(alpha_two)
kirk_gap = 2 * float(v[0]) / float(alpha_kirk)
assert gaps[0] < 2 * total_strength / alpha_sum < kirk_gap
cubic = (physical_constants["Bohr radius"][0] * 1e10)**3

print("Mean of z^2 in 1s:", v[0], "a0^2")
print("Kirkwood: best c =", c_kirk[0], "(atomic units)")
print("Kirkwood lower bound:", alpha_kirk, "a0^3")
print("Kirkwood residual divided by psi0:", residual_kirk)
print("Trial r*z alone: lower bound", alpha_rz, "a0^3 =",
      f"{float(alpha_rz):.4f} a0^3")
print("Pair z, r*z: a =", c_two[0], ", b =", c_two[1], "(atomic units)")
print("Pair z, r*z: alpha =", alpha_two, "a0^3")
print("Pair z, r*z: residual divided by psi0:", residual_two)
print("Pair z, r^2*z: lower bound", alpha_other, "a0^3 =",
      f"{float(alpha_other):.4f} a0^3")
for beta, value in family.items():
    print(f"Trial z*exp(-beta r), beta = {float(beta):.1f} /a0:"
          f" bound {value:.4f} a0^3")
print(f"Closure upper bound: {closure:.4f} a0^3")
print(f"Grid: smallest gap {gaps[0]:.5f} hartree")
print(f"Grid: total strength {total_strength:.5f} a0^2")
print(f"Grid: sum over states alpha = {alpha_sum:.4f} a0^3")
print(f"Grid: 2p strength {strength[0]:.4f} a0^2")
print(f"Formula 2^15/3^10: 2p strength {share_2p:.4f} a0^2")
print(f"2p part of alpha: {2 * share_2p / 0.375:.4f} a0^3")
print(f"Mean gap for exact alpha: {mean_gap:.4f} hartree")
print(f"Gap that gives Kirkwood's value: {kirk_gap:.4f} hartree")
print(f"Field F = {F} atomic units")
for name, value in (("Kirkwood", float(alpha_kirk)),
                    ("exact alpha", float(alpha_two)),
                    ("closure", closure)):
    print(f"Second-order shift, {name}:"
          f" {-value * F**2 / 2 * 1e6:.4f} microhartree")
print(f"Shift by diagonalisation: {shift * 1e6:.4f} microhartree")
print(f"-2*shift/F^2 = {alpha_field:.5f} a0^3")
print(f"Lower bound: {float(alpha_kirk) * cubic:.4f} cubic angstrom")
print(f"Exact alpha: {float(alpha_two) * cubic:.4f} cubic angstrom")
print(f"Upper bound: {closure * cubic:.4f} cubic angstrom")
print("tests ok")
```

Output:

```
Mean of z^2 in 1s: 1 a0^2
Kirkwood: best c = 2 (atomic units)
Kirkwood lower bound: 4 a0^3
Kirkwood residual divided by psi0: r - 2
Trial r*z alone: lower bound 25/6 a0^3 = 4.1667 a0^3
Pair z, r*z: a = 1 , b = 1/2 (atomic units)
Pair z, r*z: alpha = 9/2 a0^3
Pair z, r*z: residual divided by psi0: 0
Pair z, r^2*z: lower bound 102/23 a0^3 = 4.4348 a0^3
Trial z*exp(-beta r), beta = 0.5 /a0: bound 2.9596 a0^3
Trial z*exp(-beta r), beta = 0.7 /a0: bound 4.3225 a0^3
Trial z*exp(-beta r), beta = 0.8 /a0: bound 4.4751 a0^3
Trial z*exp(-beta r), beta = 1.0 /a0: bound 4.0000 a0^3
Trial z*exp(-beta r), beta = 1.3 /a0: bound 2.6411 a0^3
Closure upper bound: 5.3333 a0^3
Grid: smallest gap 0.37500 hartree
Grid: total strength 1.00000 a0^2
Grid: sum over states alpha = 4.5001 a0^3
Grid: 2p strength 0.5549 a0^2
Formula 2^15/3^10: 2p strength 0.5549 a0^2
2p part of alpha: 2.9596 a0^3
Mean gap for exact alpha: 0.4444 hartree
Gap that gives Kirkwood's value: 0.5000 hartree
Field F = 0.002 atomic units
Second-order shift, Kirkwood: -8.0000 microhartree
Second-order shift, exact alpha: -9.0000 microhartree
Second-order shift, closure: -10.6667 microhartree
Shift by diagonalisation: -9.0009 microhartree
-2*shift/F^2 = 4.50044 a0^3
Lower bound: 0.5927 cubic angstrom
Exact alpha: 0.6668 cubic angstrom
Upper bound: 0.7903 cubic angstrom
tests ok
```
